# How Large Is the Magnetoresistance of a Short, Wide Channel?

**Question.** A uniform semiconductor channel lies between two metal contacts. Its length $L$, measured along the current, is much smaller than its width $W$. The carrier mobility is $5000\ \mathrm{cm^2/(V\,s)}$. By what fraction does the resistance rise in a perpendicular magnetic field of 1 T, and how does the rise depend on field, mobility and channel shape?

**Answer.** The size of the effect is set by how far a carrier turns in the magnetic field between scattering events, and by whether the channel can build up a Hall field that cancels the turning. Both follow from the drift equation.

## The current in a magnetic field

Take positive carriers of charge $e$, isotropic effective mass $m$ and sheet density $n$, all with the same relaxation time $\tau$. The current runs along $x$, the width along $y$, and the field $B$ points along $+z$. The transport is assumed to be ohmic and diffusive, with $n$ and $\tau$ independent of $B$. The mean velocity $\mathbf v$ then obeys

$$m\frac{d\mathbf v}{dt}=e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.$$

For $\mathbf B$ along $+z$, $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$. In the steady state the left side is zero. Multiplying by $\tau/m$ and writing $\mu=e\tau/m$ for the mobility gives

$$v_x=\mu(E_x+v_yB),\qquad v_y=\mu(E_y-v_xB).$$

Multiply both equations by $ne$ to obtain the sheet current density $\mathbf J=ne\mathbf v$. With $\sigma_0=ne\mu$ and $\beta=\mu B$,

$$J_x=\sigma_0E_x+\beta J_y,\qquad J_y=\sigma_0E_y-\beta J_x.$$

Inserting the second equation into the first gives $J_x=\sigma_0E_x+\beta\sigma_0E_y-\beta^2J_x$. Inserting the first into the second gives $J_y=\sigma_0E_y-\beta\sigma_0E_x-\beta^2J_y$. Collecting the current terms,

$$J_x=\frac{\sigma_0(E_x+\beta E_y)}{1+\beta^2},\qquad
J_y=\frac{\sigma_0(E_y-\beta E_x)}{1+\beta^2}.$$

The number $\beta$ has a direct meaning. The cyclotron angular frequency is $\omega_c=eB/m$, so

$$\omega_c\tau=\frac{eB}{m}\,\frac{\mu m}{e}=\mu B=\beta.$$

Thus $\beta$ is the angle, in radians, through which a carrier turns during one relaxation time. The mass cancels.

## Two shapes, two answers

In a long, narrow bar, no current can leave through the side edges. Far from the contacts $J_y=0$, which requires the Hall field $E_y=\beta E_x$. Then

$$J_x=\frac{\sigma_0(E_x+\beta^2E_x)}{1+\beta^2}=\sigma_0E_x.$$

The Hall field balances the magnetic force, and the resistance does not change.

In a short, wide channel, each contact is an equipotential extending across the full width. The contacts are so close together that they hold $E_y$ at zero except near the two side edges. Setting $E_y=0$,

$$J_x=\frac{\sigma_0E_x}{1+\beta^2},\qquad J_y=-\beta J_x.$$

The voltage is $V=E_xL$ and the current is $I=J_xW$, so the resistance is

$$R(B)=\frac{V}{I}=\frac{L}{W\sigma_0}(1+\beta^2).$$

At zero field the last factor is one. Hence, in the limit $L/W\to0$,

$$\frac{R(B)}{R(0)}=1+(\mu B)^2 .$$

Reversing the sign of the carriers or of the field reverses the sideways current but leaves this ratio unchanged.

## The number

Since $1\ \mathrm{cm^2}=10^{-4}\ \mathrm{m^2}$, the mobility is $\mu=0.5\ \mathrm{m^2/(V\,s)}$. One tesla is one $\mathrm{V\,s/m^2}$, so $\mu B$ has no unit:

$$\mu B=0.5\times1=0.5,\qquad \frac{R(B)-R(0)}{R(0)}=0.5^2=0.25 .$$

The resistance rises by 25 percent of its zero-field value.

The velocities show where the factor comes from. In a field $E_x=1000$ V/m the carriers drift at 500 m/s when $B=0$. At 1 T with the Hall field shorted, integrating the drift equation from rest until it is steady gives $v_x=400$ m/s and $v_y=-200$ m/s. The ratio $500/400=1.25$ is the resistance ratio. The drift direction is tilted from the electric field by $\theta=\arctan0.5\approx26.6^\circ$.

The tilt acts twice. Only the component $E_x\cos\theta$ of the electric field drives the carriers along their tilted path, because the magnetic force is perpendicular to the velocity. The drift speed is therefore $\mu E_x\cos\theta$. The path from contact to contact is also longer, $L/\cos\theta$. The transit time grows by $1/\cos^2\theta=1+\tan^2\theta=1+\beta^2$.

If a Hall field of 500 V/m is present instead, as in a long bar, the same integration returns $v_x=500$ m/s and no sideways drift.

The rise scales as the square of the field and the square of the mobility. At 0.5 T it is 6.25 percent. At 1 T with a mobility ten times smaller, $\mu B=0.05$ and the rise is 0.25 percent. The method therefore favours high-mobility channels.

## How short is short enough?

Near the side edges, $J_y$ must vanish, so part of the Hall field returns there. The resulting correction can be calculated for any $L/W$, to leading order in $\beta$.

Write $\mathbf E=-\nabla\phi$. Charge conservation requires $\partial_xJ_x+\partial_yJ_y=0$. In this sum the two terms proportional to $\beta$ contain $\partial_xE_y-\partial_yE_x$, which is zero for a field derived from a potential. What remains is Laplace's equation, $\nabla^2\phi=0$. The boundary conditions are

- $\phi=V$ at $x=0$ and $\phi=0$ at $x=L$, for ideal contacts;
- $E_y=\beta E_x$, that is $\partial_y\phi=\beta\,\partial_x\phi$, at $y=\pm W/2$.

Expand $\phi=\phi_0+\beta\phi_1+\beta^2\phi_2+\dots$. At zeroth order $\phi_0=V(1-x/L)$ satisfies every condition. Let $E_0=V/L$. At first order, $\phi_1$ vanishes at both contacts and has $\partial_y\phi_1=\partial_x\phi_0=-E_0$ at both side edges.

To match this constant, expand the number 1 in sines on $0<x<L$, with $k_n=n\pi/L$. The coefficient is

$$\frac2L\int_0^L\sin(k_nx)\,dx=\frac{2}{n\pi}\left[1-(-1)^n\right],$$

which equals $4/(n\pi)$ for odd $n$ and zero for even $n$. Each product $\sin(k_nx)\sinh(k_ny)$ obeys Laplace's equation and vanishes at the contacts. Matching the slope at the edges gives

$$\phi_1=-\sum_{n\ \mathrm{odd}}\frac{4E_0}{n\pi k_n}\,\sin(k_nx)\,\frac{\sinh(k_ny)}{\cosh(k_nW/2)} .$$

The total current is the same through every cross-section, so it may be averaged over $x$:

$$I=\frac1L\iint J_x\,dx\,dy=\frac{\sigma_0}{(1+\beta^2)L}\left[\iint E_x\,dx\,dy+\beta\iint E_y\,dx\,dy\right].$$

The first integral is $VW$, because the potential drop along every line from contact to contact is $V$. The second is

$$\iint E_y\,dx\,dy=\int_0^L\left[\phi(x,-W/2)-\phi(x,W/2)\right]dx .$$

Here $\phi_0$ cancels. Since $\phi_1$ is odd in $y$, it contributes $-2\beta\int_0^L\phi_1(x,W/2)\,dx$. For odd $n$, $\int_0^L\sin(k_nx)\,dx=2/k_n$, and therefore

$$\iint E_y\,dx\,dy=\beta\sum_{n\ \mathrm{odd}}\frac{16E_0}{n\pi k_n^2}\tanh\frac{k_nW}{2}
=16\beta VL\sum_{n\ \mathrm{odd}}\frac{\tanh(n\pi W/2L)}{n^3\pi^3}.$$

The last step used $E_0/k_n^2=VL/(n^2\pi^2)$. The term $\phi_2$ does not contribute: reversing both $B$ and $y$ leaves the problem unchanged, so even orders in $\beta$ are even in $y$ and cancel between the edges. The next correction to the bracket is thus of order $\beta^4$.

Dividing by the zero-field current $I_0=\sigma_0VW/L$,

$$\frac{I}{I_0}=\frac{1+C\beta^2+O(\beta^4)}{1+\beta^2},\qquad
C=\frac{16}{\pi^3}\frac LW\sum_{n\ \mathrm{odd}}\frac{\tanh(n\pi W/2L)}{n^3}.$$

At fixed voltage the resistance ratio is the inverse of the current ratio:

$$\frac{R(B)}{R(0)}\approx\frac{1+\beta^2}{1+C\beta^2}.$$

For $L\ll W$ every hyperbolic tangent is close to one. The sum of $1/n^3$ over odd $n$ is $\zeta(3)$ minus its even part $\zeta(3)/8$, or $7\zeta(3)/8$. Hence

$$C\approx\frac{14\,\zeta(3)}{\pi^3}\frac LW\approx0.543\,\frac LW .$$

This linear dependence has a geometric reading. At a distance $d$ from a side edge, the slowest term of $\phi_1$ falls as $e^{-\pi d/L}$. The Hall field is therefore confined to two strips whose widths are of order $L/\pi$, and these occupy a fraction of the channel proportional to $L/W$.

For $L\gg W$, replace $\tanh z$ by $z$. The sum becomes $(\pi W/2L)\sum_{n\ \mathrm{odd}}1/n^2=(\pi W/2L)(\pi^2/8)$, and $C\to1$. The magnetoresistance disappears, as found for the long bar.

The formula can be compared with a finite-element solution of the full two-dimensional problem, which does not use the series. At $\beta=0.5$ the rises, relative to $R(0)$, are:

| $L/W$ | $C$ | Full solution | Formula |
|---|---|---|---|
| 0.02 | 0.011 | 24.7% | 24.7% |
| 0.1 | 0.054 | 23.4% | 23.3% |
| 0.2 | 0.109 | 21.9% | 21.7% |
| 1 | 0.500 | 11.8% | 11.1% |
| 10 | 0.946 | 1.3% | 1.1% |

A channel ten times wider than it is long thus loses about 1.6 percentage points of the ideal 25. A square channel keeps less than half of the effect. The formula lies slightly below the full solution in all five cases. It omits terms of order $\beta^4$ in the current, while the full solution has a small grid error. In a separate test at $\beta=0.1$, where the omitted terms matter much less, the value of $C$ drawn from the full solution agreed with the series within 1 percent for $L/W=0.1$, 1 and 5.

## Reading the mobility from the resistance

Let $r=R(B)/R(0)$. In the short-wide limit, solving $r=1+(\mu B)^2$ for the mobility gives

$$\mu=\frac{\sqrt{r-1}}{B}.$$

Neither the carrier density nor the channel dimensions are needed. Because of the square root, a small relative error in $r-1$ produces half that relative error in $\mu$.

For $L/W=0.1$ the full solution has $r-1=0.2343$. The simple extraction then gives

$$\mu=\frac{\sqrt{0.2343}}{1}\ \mathrm{m^2/(V\,s)}=0.484\ \mathrm{m^2/(V\,s)},$$

or $4840\ \mathrm{cm^2/(V\,s)}$, about 3 percent below the input value. To include the edges, multiply out the finite-length formula: $r+rC\beta^2=1+\beta^2$. Collecting $\beta^2$ gives

$$\beta^2=\frac{r-1}{1-Cr}.$$

With $C=0.0543$,

$$\beta^2=\frac{0.2343}{1-0.0543\times1.2343}=\frac{0.2343}{0.933}=0.251,$$

so $\beta=0.501$. The corrected mobility is about $5010\ \mathrm{cm^2/(V\,s)}$, within 0.3 percent of the input.

Contact resistance also lowers the apparent mobility. Suppose a field-independent resistance $R_c$ is in series with the channel, and the channel ends remain equipotentials. The added resistance cancels from the change but not from the reference, so the measured relative rise is

$$\frac{R(B)-R(0)}{R(0)+R_c}=\frac{(\mu B)^2}{1+R_c/R(0)} .$$

Shortening the channel at fixed width reduces $R(0)$ in proportion to $L$. If $R_c$ stays fixed, its share grows. A very small $L/W$ therefore improves the geometry but makes knowledge of the contacts more important.

## When carriers have different relaxation times

The 25 percent estimate identifies $\mu$ with the drift mobility. This is justified when the conducting carriers share one isotropic mass and one relaxation time, as in a strongly degenerate gas in a single band, where they lie close to the Fermi energy. The Fermi energy must be many times the thermal energy: in a two-dimensional band with $\tau$ proportional to energy, a Fermi energy five times the thermal energy still gives a rise of about 30 percent at 1 T, and twenty times gives about 25.4 percent. Otherwise the magnetic field weights fast and slow carriers differently.

Consider a two-dimensional parabolic band in which the relaxation time depends on energy $E$ alone, and each energy obeys the drift equation with its own mobility $\mu(E)$. The contribution of an energy to the conductivity is proportional to the density of states, to $v_x^2$, to $-df/dE$ and to $\tau$, where $f$ is the equilibrium occupation. The density of states is constant and the average of $v_x^2$ over directions is $E/m$. The mean mobility is therefore an average with weight $E(-df/dE)$, denoted by $\langle\dots\rangle$.

With $E_y=0$, all energies feel the same electric field and their currents add. Each current is reduced by its own factor $1+\mu^2B^2$, so

$$\frac{R(B)}{R(0)}=\frac{\langle\mu\rangle}{\left\langle\mu/(1+\mu^2B^2)\right\rangle}.$$

At low field $\mu/(1+\mu^2B^2)\approx\mu-\mu^3B^2$, and the ratio becomes

$$\frac{R(B)}{R(0)}\approx\frac{1}{1-B^2\langle\mu^3\rangle/\langle\mu\rangle}\approx1+B^2\frac{\langle\mu^3\rangle}{\langle\mu\rangle}.$$

The simple extraction therefore returns $\sqrt{\langle\mu^3\rangle/\langle\mu\rangle}$. With $a=\langle\mu\rangle$, the identity

$$\mu^3-3a^2\mu+2a^3=(\mu-a)^2(\mu+2a)\ge0$$

averages to $\langle\mu^3\rangle\ge a^3$. At low field, the extracted mobility is thus at least as large as the mean drift mobility.

As a strong case, take nondegenerate carriers with $\tau$ proportional to energy. Let $u=E/k_BT$, where $k_BT$ is the thermal energy. Since $-df/dE\propto e^{-u}$, the weight is $u e^{-u}$, whose integral over $u$ is one. The averages are $\langle u\rangle=2!=2$ and $\langle u^3\rangle=4!=24$. Setting $\mu(u)=au/2$ keeps the mean mobility equal to $a$, and

$$\frac{\langle\mu^3\rangle}{a^3}=\frac{24}{8}=3 .$$

The low-field extraction is too high by the factor $\sqrt3\approx1.73$. For $a=5000\ \mathrm{cm^2/(V\,s)}$, the low-field law would predict a rise of $3\times0.25=75$ percent at 1 T. The full average gives about 50 percent, mainly because the most mobile carriers have $\mu B$ above one and the expansion fails for them. The simple extraction then yields about $7080\ \mathrm{cm^2/(V\,s)}$. The energy dependence of scattering can therefore matter far more than the edge correction at $L/W=0.1$.

## Where the estimate applies

The channel must be much shorter than it is wide, yet much longer than the mean free path. For an effective mass of 0.1 electron masses, this mobility corresponds to $\tau\approx0.28$ ps, and with a thermal speed near $3\times10^5$ m/s at 300 K the mean free path is about 90 nm. If carriers cross with few collisions, the local drift equation no longer describes the channel, and the extracted number is not its diffusive mobility. The calculation is also classical: it leaves out Landau quantization and quantum interference.

Under these conditions, and if the carriers share one isotropic mass and one relaxation time and the contact resistance is negligible, a measured rise near 25 percent at 1 T indicates a mobility near $5000\ \mathrm{cm^2/(V\,s)}$. If the mass differs along $x$ and $y$, the equations with $E_y=0$ become $v_x=\mu_x(E_x+v_yB)$ and $v_y=-\mu_yv_xB$, so $r=1+\mu_x\mu_yB^2$ and the extraction returns $\sqrt{\mu_x\mu_y}$ rather than the mobility along the channel. Repeating the measurement at 0.5 T checks the scaling: the rise should fall to about one quarter. A ratio near one quarter does not by itself establish a single relaxation time, since a spread of times also gives a quadratic law at low field. A wide spread can show up at these fields as a ratio clearly above one quarter, because the most mobile carriers have already left the quadratic range at 1 T.

## Computed values

```
Mobility: 5000 cm^2/(V s)
Mobility in SI: 0.500 m^2/(V s)
Magnetic field: 1.00 T
Effective mass: 0.10 electron masses
Relaxation time: 0.2843 ps
Cyclotron angular frequency: 1.7588 rad/ps
mu B = omega_c tau: 0.5000 (no unit)
Angle between current and E, short channel: 26.57 degrees
Applied field along channel: 1000 V/m
Drift velocity along x, B = 0: 500.00 m/s
Drift velocity along x, Hall field shorted: 400.00 m/s
Drift velocity along y, Hall field shorted: -200.00 m/s
Hall field in long bar: 500.0 V/m
Drift velocity along x, long bar: 500.00 m/s
Magnetoresistance, short-wide limit, 1 T: 25.00 percent
Magnetoresistance, short-wide limit, 0.5 T: 6.25 percent
Edge coefficient 14 zeta(3)/pi^3: 0.5428 (no unit)
L/W = 0.02: C = 0.0109, magnetoresistance full solution 24.68 percent, formula 24.66 percent
L/W = 0.1: C = 0.0543, magnetoresistance full solution 23.43 percent, formula 23.33 percent
L/W = 0.2: C = 0.1086, magnetoresistance full solution 21.90 percent, formula 21.70 percent
L/W = 1: C = 0.5000, magnetoresistance full solution 11.80 percent, formula 11.11 percent
L/W = 10: C = 0.9457, magnetoresistance full solution 1.27 percent, formula 1.10 percent
L/W = 0.1, simple extraction: 4840 cm^2/(V s)
L/W = 0.1, corrected extraction: 5011 cm^2/(V s)
Spread of tau, <mu^3>/<mu>^3: 3.000 (no unit)
Spread of tau, low-field extracted/mean mobility: 1.732 (no unit)
Spread of tau, magnetoresistance at 1 T: 50.19 percent
Spread of tau, mobility extracted at 1 T: 7084 cm^2/(V s)
```
